# The l-type doubling constant of a linear triatomic, evaluated for OCS

## 1. Special case: axial positions frozen

Take a linear triatomic molecule along \(z\), with atoms \(i\) of mass \(m_i\) at \(z_i^0\), measured from the centre of mass. Hold the axial positions fixed, so that the atoms move only sideways; this is the limit of infinitely stiff axial (stretching) normal coordinates. Bonds of fixed length would also pull the atoms along the axis at second order in the bend, but that changes \(I_{xx}\) and \(I_{yy}\) equally and does not affect the splitting found below. One bending shape remains, and it can be excited along \(x\) or along \(y\):

\[
x_i=\frac{l_{i2}Q_a}{\sqrt{m_i}},\qquad y_i=\frac{l_{i2}Q_b}{\sqrt{m_i}},\qquad \sum_i l_{i2}^2=1 .
\]

The bend carries no translation and no rotation, so \(\sum_i\sqrt{m_i}\,l_{i2}=0\) and \(\sum_i\sqrt{m_i}\,z_i^0l_{i2}=0\). Both components have angular frequency \(\omega_2\).

Bending changes the inertia tensor. With \(I=\sum_i m_i(z_i^0)^2\),

\[
I_{yy}=I+Q_a^2,\qquad I_{xx}=I+Q_b^2,\qquad I_{xy}=-Q_aQ_b .
\]

The elements \(I_{xz}\) and \(I_{yz}\) vanish because \(\sum_i\sqrt{m_i}\,z_i^0l_{i2}=0\). Rotation about \(z\), with \(I_{zz}=Q_a^2+Q_b^2\), is not a separate motion: section 3 shows that \(J_z\) equals the angular momentum of the bend, whose energy is already part of the bending energy. Only the \(x,y\) block of \(\mathbf I\) remains. Writing it as \(I\mathbf 1+\boldsymbol\delta\), its inverse is \(\mathbf 1/I-\boldsymbol\delta/I^2\) to second order in the bend, and the rotational energy \(\tfrac12\mathbf J\cdot\mathbf I^{-1}\cdot\mathbf J\) of this block is

\[
\frac{J_x^2+J_y^2}{2I}-\frac{1}{2I^2}\left(J_yQ_a-J_xQ_b\right)^2. \tag{1}
\]

The correction is largest when the bend is perpendicular to \(\mathbf J\), that is, in the plane of rotation. The inertia is then larger and the energy lower. This lifts the degeneracy of the two bending directions.

Put one quantum into the bend. Let \(|a\rangle\) have it in \(Q_a\) and \(|b\rangle\) in \(Q_b\). An oscillator in these mass-weighted coordinates has \(\langle Q^2\rangle=(v+\tfrac12)\hbar/\omega_2\). In \(|a\rangle\), therefore, \(\langle Q_a^2\rangle=3\hbar/2\omega_2\) and \(\langle Q_b^2\rangle=\hbar/2\omega_2\); in \(|b\rangle\) these are exchanged. The off-diagonal element is \(\langle a|Q_aQ_b|b\rangle=\hbar/2\omega_2\).

Write \(\sigma_z=|a\rangle\langle a|-|b\rangle\langle b|\) and \(\sigma_x=|a\rangle\langle b|+|b\rangle\langle a|\). Apart from a multiple of \(J_x^2+J_y^2\) common to both states, the correction in (1) becomes

\[
H_{\rm eff}=\frac{q}{2\hbar^2}\left[(J_x^2-J_y^2)\sigma_z+(J_xJ_y+J_yJ_x)\sigma_x\right], \tag{2}
\]

\[
\frac{q}{2\hbar^2}=\frac{1}{2I^2}\,\frac{\hbar}{2\omega_2}
\quad\Rightarrow\quad
q=\frac{\hbar^3}{2I^2\omega_2}=\frac{2B^2}{\hbar\omega_2},\qquad B=\frac{\hbar^2}{2I}. \tag{3}
\]

Here \(B\) and \(q\) are energies. If \(B\) and the bending frequency are quoted in the same unit, the last form reads \(2B^2/\omega_2\).

Limit check: in the bending ground state \(\langle Q_a^2\rangle=\langle Q_b^2\rangle\), and the anisotropy vanishes, as it must for a nondegenerate state.

## 2. From the operator to the splitting

States with bending angular momentum \(l\hbar\), \(l=\pm1\), are \(|\pm\rangle=(|a\rangle\pm i|b\rangle)/\sqrt2\). Multiplying out,

\[
|+\rangle\langle-|=\tfrac12(\sigma_z+i\sigma_x),\qquad |-\rangle\langle+|=\tfrac12(\sigma_z-i\sigma_x).
\]

Solving for \(\sigma_z\) and \(\sigma_x\) and inserting them in (2) gives

\[
H_{\rm eff}=\frac{q}{2\hbar^2}\left[|+\rangle\langle-|\,(J_x-iJ_y)^2+\text{h.c.}\right]. \tag{4}
\]

The components of \(\mathbf J\) are taken along molecular axes \(\mathbf e_\alpha\). Each \(J_\alpha=\mathbf e_\alpha\cdot\mathbf J\) is a scalar under rotations in space and commutes with the space-fixed components \(J_j\). Hence

\[
[J_\alpha,J_\beta]=\sum_{ij}e_{\alpha i}[J_i,e_{\beta j}]J_j=-i\hbar\,(\mathbf e_\alpha\times\mathbf e_\beta)\cdot\mathbf J .
\]

The sign is opposite to the space-fixed one. It follows that \([J_z,J_x-iJ_y]=\hbar(J_x-iJ_y)\), so \(J_x-iJ_y\) raises the eigenvalue \(k\hbar\) of \(J_z\), with matrix element \(\hbar\sqrt{J(J+1)-k(k+1)}\).

Section 3 shows that \(k=l\). The coupled states are thus \(|l=-1,k=-1\rangle\) and \(|l=+1,k=+1\rangle\). The steps \(-1\to0\) and \(0\to1\) each contribute \(\hbar\sqrt{J(J+1)}\), so the coupling is \(\tfrac q2J(J+1)\). Two degenerate levels with this coupling move by \(\pm\tfrac q2J(J+1)\):

\[
\Delta E=q\,J(J+1),\qquad J\ge1. \tag{5}
\]

In this convention positive \(q\) means that the component bending in the plane of rotation is lower.

## 3. Releasing the stretches

Now let the atoms move along the axis as well:

\[
z_i=z_i^0+\sum_s\frac{l_{is}Q_s}{\sqrt{m_i}},\qquad \zeta_s=\sum_i l_{is}l_{i2},
\]

where \(s\) runs over the two stretches. The three axial unit vectors \(\sqrt{m_i}/\sqrt{\sum_j m_j}\) (translation) and \(l_{is}\) (stretches) form a complete orthonormal set. The vector \(l_{i2}\) has no component along the first, so its squared length is

\[
\sum_s\zeta_s^2=1. \tag{6}
\]

Check on a symmetric molecule ABA, with end masses \(m\) and central mass \(M\): the symmetric stretch is \((1,0,-1)/\sqrt2\), and the bend is proportional to \((1/\sqrt m,-2/\sqrt M,1/\sqrt m)\). Their product is zero, so the antisymmetric stretch has \(\zeta^2=1\).

In a frame turning with angular velocity \(\boldsymbol\Omega\), the kinetic energy is

\[
T=\tfrac12\sum_j\dot Q_j^2+\boldsymbol\Omega\cdot\mathbf L+\tfrac12\boldsymbol\Omega\cdot\mathbf I\cdot\boldsymbol\Omega,\qquad L_\alpha=\sum_jc_{\alpha j}\dot Q_j .
\]

With \(S=\sum_s\zeta_sQ_s\), the definition \(\mathbf L=\sum_i m_i\mathbf r_i\times\dot{\mathbf r}_i\) (velocities in the frame) gives

\[
\begin{aligned}
L_x&=\sum_s\zeta_sQ_b\dot Q_s-S\dot Q_b,\\
L_y&=S\dot Q_a-\sum_s\zeta_sQ_a\dot Q_s,\\
L_z&=Q_a\dot Q_b-Q_b\dot Q_a .
\end{aligned}
\]

The momenta are \(P_j=\dot Q_j+\sum_\alpha\Omega_\alpha c_{\alpha j}\) and \(J_\alpha=L_\alpha+\sum_\beta I_{\alpha\beta}\Omega_\beta\). Define \(\pi_\alpha=\sum_jc_{\alpha j}P_j\) and \(G_{\alpha\beta}=\sum_jc_{\alpha j}c_{\beta j}\). Eliminating the velocities,

\[
J_\alpha-\pi_\alpha=\sum_\beta I'_{\alpha\beta}\Omega_\beta,\qquad \mathbf I'=\mathbf I-\mathbf G,\qquad
2T=\sum_jP_j^2+\boldsymbol\Omega\cdot\mathbf I'\cdot\boldsymbol\Omega .
\]

The elements of \(\mathbf I'\) follow from the coefficients above and (6):

\[
\begin{aligned}
I'_{yy}&=\sum_im_iz_i^2+Q_a^2-S^2-Q_a^2\sum_s\zeta_s^2=\sum_im_iz_i^2-S^2,\\
I'_{xy}&=-Q_aQ_b+Q_aQ_b\sum_s\zeta_s^2=0,\\
I'_{xz}&=-Q_aS+SQ_a=0,\\
I'_{zz}&=(Q_a^2+Q_b^2)-(Q_a^2+Q_b^2)=0 .
\end{aligned}
\]

Likewise \(I'_{xx}=I'_{yy}\) and \(I'_{yz}=0\). The vanishing \(z\) row gives \(J_z=\pi_z\), hence \(k=l\). The rest gives

\[
H=\frac{\mu}{2}\left[(J_x-\pi_x)^2+(J_y-\pi_y)^2\right]+\frac12\sum_jP_j^2+V,\qquad \mu=\frac1{I'_{yy}} . \tag{7}
\]

To first order \(\mu=(1/I)(1-\sum_sa_sQ_s/I)\), with \(a_s=2\sum_i\sqrt{m_i}z_i^0l_{is}\). In quantum mechanics the order of \(\mu\) and \(\pi_\alpha\) does not matter. The vector \(\sqrt{m_i}z_i^0\) is orthogonal to the translation and to \(l_{i2}\), so \(\sum_sa_s^2=4I\) and \(\sum_sa_s\zeta_s=0\). With \(u=\sum_sa_sQ_s/(2\sqrt I)\), the stretch combination orthogonal to \(S\), this gives \(I'_{yy}=I+2\sqrt I\,u+u^2=(\sqrt I+u)^2\). The stretch momenta enter \(\pi_x\) and \(\pi_y\) only as \(\sum_s\zeta_sP_s\), which commutes with \(u\), so \([\pi_\alpha,\mu]=0\).

The \(Q_a^2\) that caused the splitting in section 1 has cancelled from \(\mu\). Its effect must now come from the Coriolis term

\[
H_C=-\frac1I(J_x\pi_x+J_y\pi_y),\qquad
\pi_y=\sum_s\zeta_s(Q_sP_a-Q_aP_s),\qquad
\pi_x=\sum_s\zeta_s(Q_bP_s-Q_sP_b).
\]

## 4. The Coriolis term in second order

Assume harmonic frequencies, \(B\ll\hbar\omega_2\), and both stretches in their ground states. \(H_C\) creates one stretching quantum and changes the bend by one quantum, so it first acts in second order.

For each oscillator, \(Q=\sqrt{\hbar/2\omega}\,(A+A^\dagger)\) and \(P=i\sqrt{\hbar\omega/2}\,(A^\dagger-A)\). Starting with \(v\) quanta in \(Q_a\) and creating one quantum of stretch \(s\), the elements of \(\pi_y\) are

\[
\begin{aligned}
v\to v+1:&\quad \frac{i\hbar\zeta_s}{2}\sqrt{v+1}\left(\sqrt{\frac{\omega_2}{\omega_s}}-\sqrt{\frac{\omega_s}{\omega_2}}\right)
=\frac{i\hbar\zeta_s\sqrt{v+1}\,(\omega_2-\omega_s)}{2\sqrt{\omega_s\omega_2}},\\
v\to v-1:&\quad -\frac{i\hbar\zeta_s\sqrt v\,(\omega_2+\omega_s)}{2\sqrt{\omega_s\omega_2}} .
\end{aligned}
\]

The excitation energies are \(\hbar(\omega_s+\omega_2)\) and \(\hbar(\omega_s-\omega_2)\). Rotational energies in these denominators are neglected. The coefficient of \(J_y^2\) in the second-order energy is then \(-K(v)/I^2\), with

\[
K(v)=\sum_s\frac{\hbar\zeta_s^2}{4\omega_s\omega_2}\left[(v+1)\frac{(\omega_s-\omega_2)^2}{\omega_s+\omega_2}+v\,\frac{(\omega_s+\omega_2)^2}{\omega_s-\omega_2}\right].
\]

The coefficient of \(J_x^2\) has the same form, with \(v\) counting the quanta in \(Q_b\). In \(|a\rangle\) these numbers are 1 for \(J_y^2\) and 0 for \(J_x^2\), so the difference of the two coefficients is

\[
D=-\frac{K(1)-K(0)}{I^2}
=-\sum_s\frac{\hbar\zeta_s^2}{4I^2\omega_s\omega_2}\,
\frac{(\omega_s-\omega_2)^3+(\omega_s+\omega_2)^3}{\omega_s^2-\omega_2^2}.
\]

The cubes add to \(2\omega_s^3+6\omega_s\omega_2^2=2\omega_s(\omega_s^2+3\omega_2^2)\). Therefore

\[
D=-\frac{\hbar}{2I^2\omega_2}\sum_s\zeta_s^2\,\frac{\omega_s^2+3\omega_2^2}{\omega_s^2-\omega_2^2}. \tag{8}
\]

In (2), the same difference in \(|a\rangle\) is \(-q/\hbar^2\), so \(q=-\hbar^2D\).

The off-diagonal part needs no second calculation. Under a joint rotation of the bend and \(\mathbf J\) about \(z\), the phase of \(|+\rangle\langle-|\) can be compensated, among products of two \(J\) components, by \((J_x-iJ_y)^2\) alone. Reflection in the \(xz\) plane makes its coefficient real. The form (4) therefore still holds, with the new \(q\). Other second-order parts are equal for the two states with \(k=l=\pm1\).

Write \(\omega_s^2+3\omega_2^2=(\omega_s^2-\omega_2^2)+4\omega_2^2\) and use (6):

\[
\boxed{\,q=\frac{2B^2}{\hbar\omega_2}\left[1+4\omega_2^2\sum_s\frac{\zeta_s^2}{\omega_s^2-\omega_2^2}\right]\,} \tag{9}
\]

**Stiff limit.** For \(\omega_s\to\infty\) the bracket tends to 1 and (3) returns. The leading 1 is the inertia effect of section 1; the remainder comes from the finite stiffness of the stretches.

**Stretch below the bend.** Its term is negative and can reverse the doublet. With \(\omega_2=1\), stretches at 0.6 and 1.9, \(\zeta_s^2=0.5\) each, and \(B=10^{-4}\) in units of \(\hbar\omega_2\), equation (9) gives \(q=-2.717\times10^{-8}\). Diagonalizing (7) for this harmonic model, with \(\mu=1/I\), gives \(-2.718\times10^{-8}\).

**Near resonance.** The Coriolis coupling to a nearby stretching level is of order \(2BJ\). Equation (9) needs \(2BJ\ll\hbar|\omega_s-\omega_2|\); otherwise the coupled levels must be diagonalized together.

**Anharmonicity.** The linear term of \(\mu\) multiplies \(J_x^2+J_y^2\), and a cubic term \(Q_s(Q_a^2+Q_b^2)\) is also axially symmetric. Their product can shift both components but cannot connect \(l=-1\) to \(l=+1\). This was tested with the OCS constants below and cubic constants of magnitude \(0.03\,\hbar\omega_2\), in dimensionless coordinates. Switching on the cubic terms changed the mean rotational constant by \(1.53\,q\), but the splitting constant by only \(0.004\,q\). These test constants are smaller than those of OCS. The valence force field of section 5, with MP2 estimates of how \(k_\theta\) depends on the bond lengths, gives magnitudes of about \(0.09\) and \(0.18\,\hbar\omega_2\) for the lower and upper stretch. They change the splitting constant by about \(0.03\,q\), or by about \(0.01\,q\) when the quartic bending term is included as well. For OCS, anharmonic corrections to (9) are thus at the percent level.

## 5. OCS

The molecule is \({}^{16}\mathrm O{}^{12}\mathrm C{}^{32}\mathrm S\), treated with density-fitted frozen-core MP2/cc-pVTZ. The computed bond lengths are \(r_1=r(\mathrm{CO})=1.1683\) Å and \(r_2=r(\mathrm{CS})=1.5660\) Å.

For the bend, \(V=\tfrac12k_\theta\delta^2\), where the deviation from linearity is \(\delta=\sum_ib_ix_i\). In the order O, C, S,

\[
b=\left(\frac1{r_1},\,-\frac1{r_1}-\frac1{r_2},\,\frac1{r_2}\right).
\]

In mass-weighted coordinates this potential has one nonzero eigenvalue:

\[
\omega_2^2=k_\theta\sum_i\frac{b_i^2}{m_i},\qquad l_{i2}\propto\frac{b_i}{\sqrt{m_i}} .
\]

With \(k_\theta=6.599\times10^{-19}\) J/rad², \(\omega_2=9.861\times10^{13}\) rad/s, or 523.5 cm⁻¹.

For the stretches, the bond extensions are \(z_{\rm C}-z_{\rm O}-r_1\) and \(z_{\rm S}-z_{\rm C}-r_2\). Let \(\beta\) have rows \((-1,1,0)\) and \((0,-1,1)\), and let \(F\) hold the force constants 1560.7 N/m (CO), 801.2 N/m (CS) and 73.4 N/m (coupling). The vectors \(l_{is}\) are the eigenvectors of \((\beta^TF\beta)_{ij}/\sqrt{m_im_j}\) with nonzero eigenvalues \(\omega_s^2\). Projection on the bend gives:

| stretch | wavenumber (cm⁻¹) | \(\zeta_s^2\) |
|---|---|---|
| lower | 890.3 | 0.02508 |
| upper | 2102.8 | 0.97492 |

The terms in the bracket are ratios, so wavenumbers may be inserted directly:

\[
\frac{4(523.5)^2(0.02508)}{890.3^2-523.5^2}=0.0530,\qquad
\frac{4(523.5)^2(0.97492)}{2102.8^2-523.5^2}=0.2577 .
\]

With these MP2 constants the lower stretch holds 2.5% of the \(\zeta^2\) sum but supplies about 17% of the enhancement, because its denominator is much smaller. Both shares are sensitive to the force field. For example, bond lengths 1.1543 and 1.5628 Å, force constants 1614, 744.3 and 104 N/m and \(k_\theta=6.513\times10^{-19}\) J/rad² give wavenumbers 524, 874 and 2094 cm⁻¹, \(\zeta^2=0.035\) for the lower stretch, a share of 23% and \(q/h=6.33\) MHz.

The moment of inertia is \(1.3918\times10^{-45}\) kg m², hence \(B/h=6029.8\) MHz and \(B/\hbar\omega_2=3.842\times10^{-4}\). Then

\[
\frac{2B^2}{\hbar\omega_2h}=2(6029.8\ \mathrm{MHz})(3.842\times10^{-4})=4.633\ \mathrm{MHz},
\]

\[
\frac qh=4.633\ \mathrm{MHz}\times(1+0.0530+0.2577)=6.07\ \mathrm{MHz},
\]

or \(q/hc=2.03\times10^{-4}\) cm⁻¹. By (5) the splittings for \(J=1,2,3\) are 12.1, 36.4 and 72.9 MHz.

The numerical check diagonalizes (7) with the OCS harmonic constants and \(\mu=1/I\). For \(J=1\) it gives 12.122 MHz, against 12.146 MHz from (9), a difference of 0.20% relative to the formula. With \(B\) made four times larger the difference is 0.78%. This growth is consistent with terms of relative order \(B/\hbar\omega_2\). Setting \(\mu=1/I\) itself drops terms of that order: with the full \(\mu=(\sqrt I+u)^{-2}\) the difference from (9) is only 0.003% at \(B\) and 0.012% at \(4B\).

That agreement tests the steps from (7) to (5) and (9); it does not test the derivation of (7) itself or the electronic-structure data. The value of 6.07 MHz leaves out correlation beyond MP2, the basis-set limit and vibrational corrections to the constants. The constants are not converged to the digits shown. A recomputation with one tight d function added on sulfur and a smaller finite-difference step gives \(r_2=1.5623\) Å, \(B/h=6047\) MHz and \(q/h=6.09\) MHz, with stretching force constants moved by up to 4 N/m and wavenumbers by up to 2.5 cm⁻¹. Since \(q\) contains \(B^2\), a small relative error in \(B\) enters the prefactor twice, but the bracket can matter as much: the alternative force field quoted above raises the prefactor by 2.2% and the bracket by 2.0%.

## Values computed for the example and the checks

```
OCS, density-fitted frozen-core MP2/cc-pVTZ
masses O, C, S (u): 15.9949146 12.0000000 31.9720712
r(CO) = 1.1683 angstrom
r(CS) = 1.5660 angstrom
force constant CO = 1560.7 N/m
force constant CS = 801.2 N/m
stretch-stretch constant = 73.4 N/m
bending constant = 6.5987e-19 J/rad^2
moment of inertia = 1.39176e-45 kg m^2
B = 3.99539e-24 J
B/h = 6029.80 MHz
bend w2 = 9.86099e+13 rad/s
bend wavenumber = 523.5 cm^-1
lower stretch w = 1.67698e+14 rad/s
lower stretch wavenumber = 890.3 cm^-1
lower stretch zeta^2 = 0.02508
lower stretch term in bracket = 0.05302
upper stretch w = 3.96100e+14 rad/s
upper stretch wavenumber = 2102.8 cm^-1
upper stretch zeta^2 = 0.97492
upper stretch term in bracket = 0.25766
sum of zeta^2 = 1.00000000
bracket = 1.31068
B/(hbar w2) = 3.8420e-04
2B^2/(hbar w2)/h = 4.6333 MHz
q = 4.02390e-27 J
q/h = 6.0728 MHz
q/(hc) = 2.0257e-04 cm^-1
formula splitting J=1: 12.146 MHz
formula splitting J=2: 36.437 MHz
formula splitting J=3: 72.874 MHz
diagonalized splitting J=1: 12.122 MHz
diagonalized splitting J=2: 36.366 MHz
relative deviation at B, J=1 = 1.96e-03
relative deviation at 4B, J=1 = 7.75e-03
bend-mode energy / harmonic value = 1.00262
model: w2=1, stretches 0.6 and 1.9, zeta^2=0.5 each, B=1e-4
model q, formula = -2.71743e-08 (units of hbar w2)
model q, diagonalized = -2.71761e-08 (units of hbar w2)
cubic test constants = 0.030 (units of hbar w2)
cubic test: change of mean B / q = 1.5339
cubic test: change of splitting constant / q = 0.00443
```
